Why a Moving Wall on an Undamped Lattice Radiates and Slows

Anyone who simulates a moving ferroelectric domain wall must decide how finely to resolve it, and what to conclude if it slows down. If the equations contain no damping and the wall still loses speed, the loss may be a numerical fault, or it may be a true property of the discrete equations. The choice matters in both directions. A continuum equation omits a drag that an atomic lattice has, and a coarse mesh adds a drag that a continuum does not have. The quartic chain is simple enough to show where this drag comes from and how large it is.

**The chain and its continuum wall**

Let each cell n of a chain carry a polar displacement u₀φₙ with effective mass m. The local energy is V₀(1 − φₙ²)², so the two domains are φ = −1 and φ = +1. Neighbours are coupled by the energy (K/2)(φₙ₊₁ − φₙ)². The local force is −d/dφ[V₀(1 − φ²)²] = 4V₀(φ − φ³), and Newton's equation reads

m u₀² d²φₙ/dt² = K(φₙ₊₁ + φₙ₋₁ − 2φₙ) + 4V₀(φₙ − φₙ³).

Divide by 4V₀, measure time in τ = √(m u₀²/4V₀), length in cells a and energy in 4V₀, and set C = K/4V₀:

φ̈ₙ = C(φₙ₊₁ + φₙ₋₁ − 2φₙ) + φₙ − φₙ³.  (1)

There is no friction, and the total energy is conserved.

If φ varies slowly from cell to cell, the second difference becomes a second derivative. For a wall φ(ξ) with ξ = x − vt, the time derivative gives φ̈ = v²φ'', so

(C − v²)φ'' = φ³ − φ.

Multiply by φ' and integrate. The constant vanishes because φ' = 0 and φ² = 1 far away:

½(C − v²)φ'² = ¼(1 − φ²)².

The root with positive slope is φ' = (1 − φ²)/w, with solution

φ = tanh(ξ/w), w = √(2(C − v²)).  (2)

Any speed below √C is allowed, and the wall keeps it.

The energy density is ½(v² + C)φ'² + ¼(1 − φ²)². By the integrated equation the last term equals ½(C − v²)φ'², so the sum is Cφ'². Since ∫φ'² dξ = 4/(3w),

E = 4C/(3w) = (2√2/3)√C / √(1 − v²/C).  (3)

The energy rises with speed. A wall that loses energy must therefore slow down. It remains to find where the energy can go.

**What a steady wall on the lattice must satisfy**

Suppose that the lattice also carries a wall of unchanging form, φₙ(t) = φ(n − vt). Equation (1) becomes

v²φ''(ξ) = C[φ(ξ+1) + φ(ξ−1) − 2φ(ξ)] + φ − φ³.

Near either domain, φ = ±1 + ψ gives φ − φ³ ≈ −2ψ. It is therefore useful to write φ − φ³ = −2φ + (3φ − φ³), which separates the restoring force of the uniform domains from a remainder. Differentiate once, so that every term is concentrated at the wall, and call g = φ':

v²g'' − C[g(ξ+1) + g(ξ−1) − 2g] + 2g = 3(1 − φ²)g.

Now take Fourier transforms, ĝ(q) = ∫g e^(−iqξ) dξ. The second derivative gives −q², and the bracket gives e^(iq) + e^(−iq) − 2 = −4 sin²(q/2). Hence

D(q) ĝ(q) = S(q),  (4)

D(q) = ω²(q) − v²q², ω²(q) = 2 + 4C sin²(q/2),

S(q) = ∫3(1 − φ²)φ' e^(−iqξ) dξ.

Here ω(q) is the frequency of a small oscillation, a phonon, in either domain.

In the continuum, 4 sin²(q/2) is replaced by q², and D = 2 + (C − v²)q². This is positive for every q when v² < C. Equation (4) can then be divided by D, and no wave is singled out.

On the lattice, D(0) = 2 is positive, but ω² never exceeds 2 + 4C while v²q² grows without limit. For every v ≠ 0, D must pass through zero at some q*. If both sides of the wall are flat, ĝ(q*) is finite, and equation (4) demands

S(q*) = 0.  (5)

For an odd profile S is real, so this is one real condition for each positive root. With C fixed, the speed is the only quantity left to adjust, and no symmetry makes S vanish. By this count, flat-sided walls can be expected at isolated speeds at most. The count is not a proof that S differs from zero in a given lattice; the numerical solution below settles that for the speeds examined. A resting wall escapes the condition, because D = ω² has no real zero at v = 0.

**The meaning of the resonance**

A moving source feeds a wave steadily if the wave keeps a constant phase at the source, which requires ω = vq. In the continuum this would need v²q² = 2 + Cq², which is impossible for v² < C.

On a lattice the wavenumbers q and q − 2πm, with m an integer, describe the same displacements, because e^(2πimn) = 1 at every site. With k the wavenumber reduced to the first zone, the condition reads

ω(k) = v(k + 2πm), or ω(k) − vk = 2πmv.

The left side is the phonon frequency seen from the wall. The right side is a multiple of the frequency at which the wall passes successive cells. The wall's position relative to the cells recurs at that frequency, and this periodic modulation can drive a phonon. In a uniform medium all positions are equivalent, and there is no such modulation.

Take C = 2 and v = 0.70. Equation (4) then has a single positive root, q = 4.1085, or k = q − 2π = −2.1746. The phonon frequency is 0.70 × 4.1085 = 2.876, and seen from the wall it is 2.876 + 0.70 × 2.1746 = 4.398, which is 2π × 0.70.

The cell-by-cell modulation is not itself a friction. To see this, add a uniform force −f to the right side of (1), which favours the domain φ = −1 and pushes the wall towards larger n. Multiply the steady equation by φ' and integrate over ξ, assuming flat sides. The terms v²φ''φ' and (φ − φ³)φ' are total derivatives and give zero. (The force shifts both domains by about −f/2, but this alters the balance only at order f³, which is neglected here.) In the coupling term, φ' is localized, so the variable may be shifted in ∫φ'(ξ)φ(ξ−1) dξ = ∫φ'(ξ+1)φ(ξ) dξ. The coupling integrand is then the derivative of φ(ξ)φ(ξ+1) − φ², which is zero at both ends. What remains is −f∫φ' dξ = −2f = 0. A wall with flat sides needs no force to keep moving, even on a lattice. In this undamped model the mean drag comes from the waves that leave.

**Amplitude of the emitted wave**

If S(q*) is not zero, ĝ = S/D has poles at ±q*. A rule is needed for passing them, and causality supplies it: waves leave the wall and none arrive. A vanishingly weak damping force −γφ̇ enforces this. Since φ̇ = −vφ', it changes D to D − iγvq. Near the root, using vq = ω and the group velocity v_g = dω/dq,

D'(q*) = 2ωv_g − 2v²q = 2ω(v_g − v).

At the first root D falls from positive to negative, so v_g < v and D' < 0. The pole moves to q* + iγvq*/D', below the real axis, and its partner at −q* moves the same way. Poles below the axis contribute for ξ < 0, where e^(iqξ) decays downwards in the complex plane. The wave therefore lies behind the wall. The clockwise contour gives

g = −i [S e^(iq*ξ)/D' − S e^(−iq*ξ)/D'] = 2S sin(q*ξ)/D',

written for real S. Integrating once over ξ divides the amplitude by q*, so the tail in φ has amplitude

A = |S(q*)| / [q*ω(v − v_g)].  (6)

With a one-sided tail S is in general complex, and its modulus enters. The result holds to leading order in A, because within the tail the source 3(1 − φ²)φ' is of second order in ψ.

**Power and drag**

The wave A cos(qn − ωt) has mean kinetic energy ¼ω²A² per cell and, being harmonic, an equal mean potential energy. Its far end moves at v_g and its near end at v, so it lengthens at the rate v − v_g. The wall must supply

P = ½ω²A²(v − v_g).  (7)

A force that holds the speed does work at the mean rate −f Σφ̇ₙ = fv∫φ' dξ = 2fv, so

2fv = P.

For a free wall there is no such supply, and its own energy falls:

(dE/dv)(dv/dt) = −2f(v)v.  (8)

This is an adiabatic law. It requires the speed to change little while the nearby part of the tail is formed.

To obtain A without assuming a profile, the steady equation was solved numerically for φ and f together, with absorption confined to the region more than 30 cells behind the wall. At v = 0.70 the tail has wavenumber 4.1086 and amplitude 0.00599, where a domain has φ = 1. Equation (6), with S taken from the computed profile, also gives 0.00599. With v_g = −0.5724, equation (7) gives

P = ½ × 2.876² × 0.00599² × 1.2724 = 1.89 × 10⁻⁴,

and f = P/(2 × 0.70) = 1.35 × 10⁻⁴, in agreement with the force found by the solver. The force was positive at all nine speeds examined, from 0.54 to 0.70 in steps of 0.02. None of these is a speed of free passage.

**Why broad walls hardly radiate**

The continuum profile gives a first estimate of S. The tanh wall obeys its own version of (4), with D = 2 + (C − v²)q², so

S = [2 + (C − v²)q²] ĝ, ĝ = (1/w)∫sech²(ξ/w) e^(−iqξ) dξ.

Put x = ξ/w and p = qw, and call the integral I. Raising the path by iπ leaves sech²x unchanged and multiplies the exponential by e^(πp), so I(1 − e^(πp)) equals 2πi times the residue at x = iπ/2. There sech²x ≈ −1/(x − iπ/2)², and the residue is ip e^(πp/2). Therefore

ĝ = I = πqw / sinh(πqw/2).  (9)

A smooth wall contains exponentially little of a wave that is short compared with its width. At v = 0.70, w = 1.738 and πqw/2 = 11.2, so ĝ = 6.04 × 10⁻⁴, S = 27.5 × 6.04 × 10⁻⁴ = 0.0166 and, by (6), A = 0.0011.

The computed amplitude is 5.4 times larger, and the power 5.4² ≈ 29 times larger. The tanh profile is therefore no basis for a quantitative drag. The reason lies in the step from lattice to continuum. The second difference is φ'' + φ''''/12 + …, and at wavenumber q the second term relative to the first has size q²/12 = 1.4. The correction to the profile may look small in a plot, but at the wavenumber that matters it is not small beside the tiny component already present. Taken to first order, the φ'''' term changes the profile by at most 0.025 yet raises S from 0.0166 to 0.039. The full value is 0.090, so higher orders contribute as much again, and no short expansion suffices.

The trend with width survives. Raising C from 2 to 3 at fixed v/√C widens the wall from 1.74 to 2.13 cells and reduces f to 0.030 of its former value. This is also how the continuum limit is reached. The resonance does not vanish; it stays at a wavelength comparable with the cell, while the wall becomes too smooth to excite it.

Low speed acts in a similar way. Since ω ≥ √2, a resonant phonon has q ≥ √2/v, and a slower wall must excite a shorter wave in this extended sense. At C = 2, f falls from 1.35 × 10⁻⁴ at v = 0.70 to 9.4 × 10⁻⁶ at v = 0.54, a factor of 14. The picture of a single emitted wave first fails near v = 0.35, where equation (4) acquires two further roots; below that the number of roots changes with speed. At the speed where they first appear v_g = v, and (6) does not apply to them. At far lower speed, about 0.01 for C = 2, the kinetic energy no longer exceeds the variation of the wall's energy within a cell, and the wall can be caught between cells.

**The free wall**

The steady wall at v = 0.70 was released on a long chain with neither force nor damping. Its speed, averaged over 20 cells, is set beside the prediction of (8), which uses the computed f(v) and E(v):

t = 100τ: 0.6800, predicted 0.6804
t = 300τ: 0.6521, predicted 0.6529
t = 500τ: 0.6324, predicted 0.6334

The speed loss differs from the predicted loss by at most 2.4 % of the latter. The wall loses 0.020 in the first 100τ and 0.009 in the last, as expected from a drag that falls steeply with speed.

The energy can be traced as well. The total drifts by 3 × 10⁻⁶ of itself. With 4V₀ = 0.160 eV, the region outside the wall gains 8.14 meV by the end of the run at 520τ, while the computed E(v) falls by 7.99 meV between v = 0.70 and the speed at 500τ. The later end point explains a difference of this size: at the mean rate of the last 100τ the speed falls by about 0.0018 in 20τ, and with dE/dv = Ev/(C − v²) ≈ 0.59 from (3) this is worth about 0.17 meV.

For comparison, the same continuum equation was integrated on a mesh of a quarter cell, where w is about seven mesh steps. The speed was 0.69854 early in the run and 0.69855 late. The offset from the nominal 0.70 is a mesh error of second order: with a mesh of an eighth of a cell the early speed is 0.69964, and the offset is about four times smaller. No progressive slowing is visible.

This answers the opening question for the standard second difference at v/√C near 0.5. With w at 1.7 spacings, an undamped wall loses about 10 % of its speed in 500τ; with w at seven spacings, the loss is not detectable over the same time. If the spacing is the crystal's own, the loss belongs to the model. If it is only a mesh, the loss is an artefact, and a finer mesh makes it negligible.

**Beside a real ferroelectric**

The energies above use rough values in the regime of a 180° wall in lead titanate: a = 0.4 nm, u₀ = 0.03 nm, V₀ = 0.04 eV per cell, m = 60 u and polarization P_s = 75 µC/cm². They give τ = 0.059 ps and a/τ = 6.76 km/s. The wall slows from 4.73 to 4.28 km/s in 30 ps and emits at 7.7 THz. The force f corresponds to a field 4V₀f/(P_s a³) = 7.2 × 10⁻⁴ MV/cm. Two values are far from typical: the half-width of 0.70 nm is large for such a wall, whose real width is roughly one cell, and the speed is far above that of ordinary switching.

The assumption that fails most clearly is the absence of damping. A rough phonon linewidth of 0.5 THz gives a damping rate 2π × 0.5 THz × τ = 0.186 and a power loss 0.186 v²∫φ'² dξ, about 390 times the radiated power. Balancing it takes 0.28 MV/cm. With these numbers, ordinary damping and not lattice radiation sets the drag at room temperature. This conclusion depends on the wide wall. At the same v/√C and damping rate the ratio falls to about 9 for C = 1 (w = 1.2 cells) and to roughly 2 for C = 0.5 (w = 0.9 cells), where the tail is no longer small and (7) is only a guide. For a wall about one cell wide the variation of its energy within a cell is also thousands of times larger than at C = 2 and corresponds to a pinning field of order 1 MV/cm, so the ranking of the drags cannot be carried over to a realistic wall. A classical harmonic estimate for an isolated chain at 300 K gives a thermal displacement of 0.19, about 30 times the emitted amplitude. The speed is also 1.2 times a rough sound speed of 4 km/s, so coupling to strain, absent here, could open an acoustic channel. Finally, each chain emits only about 10⁻³ phonon quanta per cell travelled. For a single chain the classical wave therefore gives only the mean emission; a nearly continuous loss requires many chains moving together.

Table of computed values

```
inputs: a = 0.40 nm, displacement = 0.030 nm
inputs: well depth = 0.040 eV, mass = 60 u
inputs: polarization = 75 uC/cm2, C = 2.0, v0 = 0.70 a/tau
time unit tau = 0.0591 ps
speed unit a/tau = 6.763 km/s
energy unit 4*V0 = 0.160 eV
continuum limiting speed = 1.4142 a/tau
uniform phonon frequency = 3.806 THz
moving wall half-width w = 1.7378 a = 0.695 nm
initial wall speed = 4.734 km/s
emitted phonon q, predicted = 4.1085 1/a
emitted phonon q, fitted tail = 4.1086 1/a
reduced wavenumber q - 2 pi = -2.1746 1/a
emitted frequency = 2.8760 1/tau = 7.739 THz
phonon group velocity = -0.5724 a/tau
tail amplitude A, steady wave = 0.00599 (domain value 1)
tail amplitude A, from source = 0.00599
tail amplitude A, bare tanh estimate = 0.00110
true / bare amplitude = 5.42
holding field f = 1.3472e-04 (model unit) = 7.195e-04 MV/cm
radiated power from tail = 1.8860e-04 (4*V0/tau)
power supplied by field 2fv = 1.8861e-04 (4*V0/tau)
largest power mismatch, all speeds = 0.00 %
largest source mismatch, all speeds = 0.00 %
mesh refinement shift of f = 0.0005 %
f at speed 0.54 a/tau = 9.397e-06 (model unit)
wider wall: C = 3.0, w = 2.128 a, f ratio = 0.0303
t =   5.91 ps (100 tau): v lattice = 0.6800, predicted = 0.6804 a/tau
t =  11.83 ps (200 tau): v lattice = 0.6644, predicted = 0.6652 a/tau
t =  17.74 ps (300 tau): v lattice = 0.6521, predicted = 0.6529 a/tau
t =  23.66 ps (400 tau): v lattice = 0.6415, predicted = 0.6424 a/tau
t =  29.57 ps (500 tau): v lattice = 0.6324, predicted = 0.6334 a/tau
lattice wall speed at last mark = 4.277 km/s
largest mismatch of speed loss = 2.42 %
distance covered in run = 136.8 nm
continuum control: early v = 0.69854, late v = 0.69855 a/tau
total energy drift of lattice run = 3.0e-06 (relative)
energy gained by phonons = 8.143 meV per chain
energy lost by wall, steady curve = 7.991 meV per chain
neglected: damping (rough linewidth 0.5 THz) / radiation power = 393
neglected: field to balance that damping = 0.283 MV/cm
neglected: thermal rms displacement at 300 K = 0.190 (domain value 1)
neglected: wall speed / rough sound speed (4 km/s) = 1.18
neglected: phonon quantum = 32.01 meV, quanta per cell travelled = 1.35e-03 per chain
```
